# The Zeldovich factor: from barrier curvature to the steady nucleation rate

## 1. The situation and the question

An amorphous selenium layer held above its glass transition but below its melting point can crystallize. Small crystalline clusters form by fluctuation, and most dissolve again, because the cost of their surface exceeds the gain from ordering their interior. Beyond a critical size, growth lowers the free energy.

A first estimate of the nucleation rate takes the equilibrium number of critical clusters and multiplies it by the rate at which each gains an atom. This counts too much. Near the critical size the free energy is almost flat, so a cluster that has just gained an atom is nearly as likely to lose one. Also, the equilibrium population includes clusters shrinking from large sizes, which are absent while crystallization is starting. The Zeldovich factor $Z$ corrects for both effects. The curvature of the free energy supplies its value, but the rate itself comes from a kinetic balance.

## 2. Model and conventions

A cluster of $n$ atoms gains one atom at rate $f(n)$ and loses one at rate $b(n)$. Clusters are compact and isothermal, and do not merge. With $\Delta\mu>0$ the free energy gained per crystallized atom, $\gamma$ the interface energy and $v$ the atomic volume,

$$G(n)=-n\Delta\mu+\gamma A(n).$$

For a sphere, $4\pi r^3/3=nv$ gives $A=4\pi r^2=(36\pi)^{1/3}v^{2/3}n^{2/3}$. Dividing by $kT$,

$$\phi(n)=\frac{G(n)}{kT}=-gn+an^{2/3},\qquad g=\frac{\Delta\mu}{kT},\quad a=\frac{\gamma(36\pi)^{1/3}v^{2/3}}{kT}.$$

The equilibrium concentration is $C_{\rm eq}(n)=N_0e^{-\phi(n)}$, with $N_0=1/v$ possible sites per volume. This convention does not set $G(1)$ to zero; Section 8 gives the consequence.

At the maximum, $\phi'(n)=-g+\tfrac23an^{-1/3}=0$, so

$$n^*=\left(\frac{2a}{3g}\right)^3,\qquad a=\tfrac32g\,n^{*1/3}.$$

Inserting this $a$ into $\phi$ gives the barrier

$$w=\phi(n^*)=-gn^*+\tfrac32gn^*=\tfrac12gn^*.$$

The second derivative is

$$\phi''(n^*)=-\tfrac29an^{*-4/3}=-\frac{g}{3n^*}.$$

## 3. The rate as a sum of resistances

In equilibrium each forward flux equals its reverse flux:

$$f(n)C_{\rm eq}(n)=b(n+1)C_{\rm eq}(n+1).$$

This fixes $b$ once $f$ and $G$ are known. We assume that the same $b$ applies during nucleation. Let $C(n)$ be the actual steady concentration and $X(n)=C(n)/C_{\rm eq}(n)$. The net flux from $n$ to $n+1$ is

$$J=f(n)C(n)-b(n+1)C(n+1).$$

Writing $C=XC_{\rm eq}$ and using detailed balance in the second term,

$$J=f(n)C_{\rm eq}(n)\,[X(n)-X(n+1)].$$

In a steady state $J$ is the same for every $n$, since otherwise some concentration would change. Define the resistance $R_n=1/[f(n)C_{\rm eq}(n)]$. Then $X(n)-X(n+1)=JR_n$.

The smallest clusters are kept at equilibrium, $X(1)=1$. Clusters reaching a size $N$ well beyond $n^*$ are removed from the count, $X(N)=0$. Adding the differences from $1$ to $N-1$ cancels all intermediate values:

$$1=J\sum_{n=1}^{N-1}R_n,\qquad J=\left[\sum_{n=1}^{N-1}\frac{1}{f(n)C_{\rm eq}(n)}\right]^{-1}. \tag{1}$$

Equation (1) is exact for this chain. The largest resistances lie where $C_{\rm eq}$ is smallest, near the barrier top.

## 4. Expansion around the critical size

Because $\phi'(n^*)=0$, the expansion to second order is

$$\phi(n)\simeq w-\tfrac12|\phi''(n^*)|(n-n^*)^2.$$

Define

$$Z=\sqrt{\frac{|\phi''(n^*)|}{2\pi}}=\sqrt{\frac{-G''(n^*)}{2\pi kT}}. \tag{2}$$

Then $\tfrac12|\phi''|=\pi Z^2$. Over the few widths that contribute, replace $f(n)$ by $f(n^*)$:

$$\sum_nR_n\simeq\frac{e^w}{N_0f(n^*)}\sum_ne^{-\pi Z^2(n-n^*)^2}.$$

For $Z\ll1$ the terms vary slowly with $n$, so the sum becomes an integral. For $w\gg1$ its limits can be extended to infinity:

$$\int_{-\infty}^{\infty}e^{-\pi Z^2x^2}dx=\frac1Z.$$

Taking the reciprocal and using $C_{\rm eq}(n^*)=N_0e^{-w}$,

$$J=Zf(n^*)C_{\rm eq}(n^*). \tag{3}$$

For the spherical model, the curvature from Section 2 gives

$$Z=\sqrt{\frac{g}{6\pi n^*}}=\frac{1}{n^*}\sqrt{\frac{w}{3\pi}},$$

where the second form uses $g=2w/n^*$.

The factor also measures the width of the top. The quadratic form falls by $kT$ when $\pi Z^2(n-n^*)^2=1$, so the full width is $2/(\sqrt\pi Z)$. A broad top has many comparable resistances in series and therefore a small $Z$.

## 5. What the factor corrects

Summing the differences of $X$ from $n$ to $N-1$ gives

$$X(n)=J\sum_{m=n}^{N-1}R_m.$$

In the Gaussian approximation this is

$$X(n)\simeq Z\int_n^\infty e^{-\pi Z^2(m-n^*)^2}dm=\tfrac12\operatorname{erfc}[\sqrt\pi Z(n-n^*)].$$

At the top, $X\simeq\tfrac12$: the steady population is about half the equilibrium one. The missing part can be identified. The rate equations are linear, so equilibrium is the sum of a solution supplied only at size $1$, which is $X$, and one supplied only at size $N$, which is $1-X$. Removing large clusters removes the second part.

Next consider escape. Let $h(m)$ be the probability that a cluster of size $m$ reaches $N$ before returning to a chosen size $n$. Its next jump is up with probability $f/(f+b)$ and down with probability $b/(f+b)$, hence

$$f(m)[h(m+1)-h(m)]=b(m)[h(m)-h(m-1)].$$

Multiply by $C_{\rm eq}(m)$ and replace $b(m)C_{\rm eq}(m)$ by $f(m-1)C_{\rm eq}(m-1)$. The product $f(m)C_{\rm eq}(m)[h(m+1)-h(m)]$ is then independent of $m$, so each increment of $h$ is proportional to $R_m$. With $h(n)=0$ and $h(N)=1$, the probability of no return after a jump from $n$ to $n+1$ is

$$P(n)=h(n+1)=\frac{R_n}{\sum_{m=n}^{N-1}R_m}.$$

Multiplying by $X(n)$ cancels the sum:

$$X(n)P(n)=JR_n,\qquad\text{or}\qquad J=f(n)C(n)P(n). \tag{4}$$

This has a direct reading. Each successful cluster makes one last forward jump from $n$, and $P(n)$ selects that jump. At the top the sum in $P$ is about half the full sum, so $P\simeq2Z$. Thus

$$Z\simeq\underbrace{\tfrac12}_{\text{population}}\times\underbrace{2Z}_{\text{no return}}.$$

It follows that $Z$ should not be applied to a simulated steady population $C(n^*)$. That population already contains the factor one half, and the remaining factor is about $2Z$.

The equation for $h$ also gives $X$ a second meaning. With boundaries at $1$ and $N$, the solution for reaching $N$ first is $1-X(n)$. Hence $X(n)$ is the probability of shrinking to size $1$ before growing to $N$.

## 6. Size of the approximation error

Let attachment be proportional to surface area, $f(n)=f(n^*)(n/n^*)^{2/3}$, and set $n=n^*\rho^3$. Section 2 gives $an^{*2/3}=3w$ and $gn^*=2w$, so $\phi=w(3\rho^2-2\rho^3)$. Also

$$dn\,(n^*/n)^{2/3}=3n^*\rho^2d\rho\,\rho^{-2}=3n^*d\rho.$$

With $\rho=1+y$, the exponent is $\phi-w=-3wy^2-2wy^3$, and

$$\sum_nR_n\simeq\frac{3n^*e^w}{N_0f(n^*)}\int e^{-3wy^2-2wy^3}dy.$$

The Gaussian part gives $3n^*\sqrt{\pi/(3w)}=1/Z$, as before. Its variance is $\langle y^2\rangle=1/(6w)$. Expanding the cubic exponential, the odd terms integrate to zero. The first two even terms use $\langle y^6\rangle=15/(6w)^3$ and $\langle y^{12}\rangle=10395/(6w)^6$:

$$1+\frac{(2w)^2}{2}\frac{15}{(6w)^3}+\frac{(2w)^4}{24}\frac{10395}{(6w)^6}
=1+\frac{5}{36w}+\frac{0.149}{w^2}.$$

Therefore

$$J\simeq\frac{Zf(n^*)C_{\rm eq}(n^*)}{1+5/(36w)}. \tag{5}$$

The coefficient belongs to this $G$ and this $f$. If $f$ changes abruptly near the top, or $G$ has several comparable maxima, equation (1) should be summed directly. For numerical work, factor out the barrier to avoid overflow:

$$S=\sum_{n=1}^{N-1}e^{\phi(n)-w}\frac{f(n^*)}{f(n)},\qquad J=\frac{f(n^*)N_0e^{-w}}{S}.$$

Here $1/S$ replaces $Z$ without a quadratic approximation.

## 7. Worked example: amorphous selenium at 370 K

The inputs are rough typical values: heat of fusion $\Delta H=0.065$ eV per atom, melting temperature $T_m=494$ K, $v=0.027\ \mathrm{nm^3}$, $\gamma=0.28\ \mathrm{eV/nm^2}$ and crystal growth speed $u=10$ nm/s. With constant heat and entropy of fusion,

$$\Delta\mu=\Delta H\left(1-\frac{T}{T_m}\right)=0.065\left(1-\frac{370}{494}\right)=0.0163\ \mathrm{eV}.$$

Since $kT=0.03188$ eV, $g=0.512$; the surface coefficient is $a=3.822$. Hence

$$n^*=\left(\frac{2\times3.822}{3\times0.5117}\right)^3\simeq123,\qquad w=\tfrac12(0.5117)(123.47)=31.6.$$

The critical radius is 0.93 nm and the barrier is 1.01 eV. The Zeldovich factor is

$$Z=\sqrt{\frac{0.5117}{6\pi\times123.47}}=0.0148.$$

The width formula gives 76 atoms, in agreement with the width found from the full $G(n)$.

The attachment rate can be estimated from the growth speed if every surface site is equally active. When a large crystal grows only at steps or by surface nucleation, the rate at a nucleus can differ from this estimate, and $J$ changes in proportion. Let $k$ be the attachment rate per surface site, with one site per area $v^{2/3}$, so that $f(n)=k(36\pi)^{1/3}n^{2/3}$. For a very large crystal, detailed balance gives $b\simeq fe^{-g}$. Equating the volume gained per time to area times speed,

$$vf(1-e^{-g})=4\pi r^2u\quad\Rightarrow\quad u=kv^{1/3}(1-e^{-g}).$$

Thus $k=10/[0.3(1-e^{-0.5117})]=83\ \mathrm{s^{-1}}$, and $f(n^*)=9.98\times10^3\ \mathrm{s^{-1}}$. The equilibrium one-way rate is

$$f(n^*)C_{\rm eq}(n^*)=7.05\times10^{12}\ \mathrm{cm^{-3}s^{-1}}.$$

Multiplication by $Z$ gives $J=1.05\times10^{11}\ \mathrm{cm^{-3}s^{-1}}$. Direct solution of the steady balance equations gives $1.04\times10^{11}\ \mathrm{cm^{-3}s^{-1}}$. Their ratio is 0.9955, while equation (5) predicts 0.9956. This agreement tests the mathematics, not the selenium inputs.

At the integer size 123, the solved population ratio is $X=0.495$ and the no-return probability is $P=0.0299$, close to $2Z=0.0297$. On average there are 33 forward jumps from this size per nucleated crystal. Random walks using the same jump rates gave 0.498 for decay from size 123 (10,000 walks) and 0.0297 for escape without return (200,000 walks), both within their sampling errors.

## 8. Conditions of use and neglected effects

**Start-up and consumption.** Near the top, neglecting the slow variation of $f$ with size (which shifts the balance point by only a few atoms), $f-b\simeq-f\phi'\simeq2\pi Z^2f(n^*)(n-n^*)$. The mean displacement therefore grows exponentially with time constant $1/[2\pi Z^2f(n^*)]=0.073$ s. Starting with one-atom clusters alone, the late-time count at $N=370$ follows $J(t-\theta)$ with lag $\theta=0.32$ s. This is short compared with a 20 s anneal. Neglecting this lag and the slower growth of crystals just above the critical size, a crystal born at time $s$ has radius $u(t-s)$. Together these neglects overstate the transformed fraction at 20 s by about 13%. Ignoring overlap as well, the fraction is

$$\int_0^tJ\frac{4\pi}{3}u^3(t-s)^3ds=\frac{\pi}{3}Ju^3t^4.$$

At 20 s it is 0.017. By the $t^4$ law it would reach one near 55 s, so constant supply fails before then.

**Barrier inputs.** From the closed forms, $w\propto a^3/g^2$ and $Z\propto g^2a^{-3/2}$. With growth speed and driving force fixed, lowering $\gamma$ by 10% multiplies the exponential factor $e^{-w}$ by $5\times10^3$; raising it by 10% multiplies it by $3\times10^{-5}$. The corresponding $Z$ values are 0.0174 and 0.0129. The absolute rate is thus uncertain by orders of magnitude, while $Z$ changes by less than 20%.

A heat-capacity difference $\Delta c_p$ between melt and crystal also matters. The entropy difference at temperature $T'$ is $\Delta H/T_m-\Delta c_p\ln(T_m/T')$. Integrating from $T$ to $T_m$,

$$\Delta\mu=\Delta H\left(1-\frac{T}{T_m}\right)-\Delta c_p\left[T_m-T-T\ln\frac{T_m}{T}\right].$$

For a rough $\Delta c_p=10^{-4}$ eV/K per atom, $\Delta\mu$ falls to 0.0146 eV and $e^{-w}$ is multiplied by $4\times10^{-4}$.

**Convention for one atom.** Requiring $G(1)=0$ subtracts a constant from $G$ and multiplies $J$ by $e^{a-g}=27$. The curvature, and hence $Z$, is unchanged.

**Volume misfit.** Crystal and amorphous phase differ in density. For a rough volume misfit of 0.10 and bulk modulus of 9 GPa, a perfectly rigid surrounding gives an elastic cost of 0.0076 eV per atom. This is an upper bound for these inputs, and would raise $w$ to 110. At 370 K viscous flow can relieve the stress: a rough viscosity of $10^5$ Pa s and shear modulus of 3 GPa give a Maxwell relaxation time (viscosity divided by shear modulus) of $3\times10^{-5}$ s. That is far below the 0.073 s time at the barrier top, though comparable with the time between single jumps, $1/(2f)\simeq5\times10^{-5}$ s. If the bulk viscosity also describes flow around a cluster only about 1 nm in radius, the accumulated misfit can relax, but stress from the latest jump may not fully do so.

**Attachment of chain segments.** Selenium consists of chains, so atoms may attach in groups. Suppose each jump adds $m$ atoms at rate $f_m$. The sizes split into $m\,$ separate sequences, each with $1/m$ as many resistances, so each carries $mZf_mC_{\rm eq}$. If all $m$ sequences are supplied at equilibrium at their smallest sizes, with the same $N_0$, together they give $J=m^2Zf_mC_{\rm eq}$. Keeping the growth speed fixed requires $mf_m(1-e^{-mg})=f(1-e^{-g})$, hence

$$\frac{J_m}{J_1}=\frac{m(1-e^{-g})}{1-e^{-mg}}.$$

For $m=5$ this is 2.17, confirmed by direct summation under the same assumption. If instead clusters are built only from whole segments, only multiples of $m$ occur and one sequence carries the flux; the ratio is then $m$ times smaller, 0.43 for $m=5$ at the same $N_0$. Whether segments raise or lower the rate therefore depends on which small sizes are supplied. The factor per jump is now $mZ$, so $Z$ must be matched to the size of the jump.

**Substrate nucleation.** At a contact angle of $90^\circ$, the crystal and amorphous phase have equal interface energies with the substrate, and the base of a half-sphere costs nothing. A half-sphere of $n$ atoms has half the energy of a sphere of $2n$ atoms: $\phi_h(n)=\tfrac12\phi(2n)$. Its barrier is $w/2$, its critical size is $n^*/2$, and its curvature is $\phi_h''=2\phi''$. Thus $Z_h=\sqrt2Z$, while the attachment rate is halved. Per site, the rate changes by

$$\frac{\sqrt2}{2}e^{w/2}\simeq5\times10^6.$$

A 200 µm film has far fewer substrate sites than bulk sites; for one atomic layer the ratio is $0.3\ \mathrm{nm}/200\ \mathrm{\mu m}=1.5\times10^{-6}$. The total substrate rate is then 7.6 times the bulk rate. This ratio is not robust: setting $G(1)=0$ for both shapes gives 3.5, and changing $\gamma$ by $-10\%$ or $+10\%$ gives 0.11 or $1.4\times10^3$.

**Relation to a real detector layer.** Amorphous selenium is used in X-ray detectors in layers of roughly this thickness, but near room temperature, so 370 K represents a hot anneal rather than service. Detector selenium is commonly alloyed with a little arsenic to resist crystallization, which these inputs do not describe. Real layers also have substrates and free surfaces, which break the homogeneous assumption; the $90^\circ$ case shows that this alone can change which sites dominate. Crystal anisotropy enters here only through an effective $\gamma$, whose strong influence is given above.

At 310 K the same thermodynamic inputs give $n^*\simeq38$, $w\simeq17$ and $Z\simeq0.036$. Equation (5) still gives a correction below 1%, so the expansion remains accurate. The physical assumptions are less secure: near the glass transition the stress may no longer relax during nucleation, and the 370 K growth speed cannot be used. No rate is therefore assigned at 310 K. The numerical output below lists the values at full printed precision.

## Calculated quantities

```
temperature 370 K; melting 494 K
heat of fusion 0.065 eV/atom
atomic volume 0.027 nm^3
interface energy 0.28 eV/nm^2
growth speed 10.0 nm/s
thermal energy kT 0.03188 eV
driving force 0.01632 eV/atom
g 0.5117; a 3.8222 (no unit)
critical size 123.47 atoms
critical radius 0.927 nm
barrier 1.0072 eV
barrier/kT w 31.591 (no unit)
Zeldovich factor Z 0.01483 (no unit)
width within kT of top 76.05 atoms
jump rate per surface site 83.22 1/s
attachment rate at n* 9979.1 1/s
equilibrium one-way rate 7.048e+12 cm^-3 s^-1
Zeldovich rate 1.045e+11 cm^-3 s^-1
master-equation rate 1.040e+11 cm^-3 s^-1
master/Zeldovich rate 0.99546
predicted ratio 1/(1+5/(36w)) 0.99562
integer size used at top 123 atoms
X at top: solved 0.4947, walks 0.4982
largest error of erfc profile 0.0122
no-return probability: solved 0.02991
no-return probability: walks 0.02969
2Z 0.02966; X times no-return 0.01480
forward jumps per success at top 33.4
absorbing size N 370 atoms; start-up lag 0.317 s
anneal 20 s; consumed fraction 0.0174
heat-capacity difference 1.0e-04 eV/K per atom
driving force with it 0.01461 eV/atom
exponential rate factor from it 4.07e-04
rate factor, interface energy -10% 5.22e+03
rate factor, interface energy +10% 2.88e-05
Z for -10%, +10%: 0.01737, 0.01285
bulk, shear modulus 9, 3 GPa
volume misfit 0.10; viscosity 1e+05 Pa s
elastic energy upper bound 0.00758 eV/atom
barrier/kT with that bound 110.3
viscous relaxation time 3.33e-05 s
barrier-top time 1/(2 pi Z^2 f*) 7.254e-02 s
rate factor for 5-atom segments 2.171
half-sphere rate factor per site 5.096e+06
film 200 um; substrate/bulk rate 7.64
rate factor if G(1) is set to zero 27.40
at 310 K: n* 37.8 atoms, w 17.12, Z 0.0357
```
